# The Murphy–Good temperature factor in field emission and its failure, part 1

(Sections cited here and not found follow in the second part.)

## The temperature factor and its proof

The zero-temperature formula for field emission underestimates the current from a hot emitter. For a metal tip with a work function of 4.5 eV in a field of 4 V/nm, the current density at 1500 K is about three times its value at absolute zero, with the field and the work function held fixed. A work function or a field inferred from the hot current with the cold formula would absorb this factor and come out wrong. The correction is a simple factor, $x/\sin x$, with $x$ proportional to temperature. It has a trap of its own: at $x=\pi$ it is infinite, and just beyond that it is negative. Using it safely requires knowing where the infinity comes from.

### Setting and conventions

The metal fills the region to the left of a plane surface, and $z$ is the distance into the vacuum. The elementary charge $e$ and the field magnitude $F$ are positive, and $J$ is the magnitude of the emitted current density. Energies are measured from the Fermi level. The energy of an electron in the metal is divided as

$$
E=\varepsilon+E_t ,\qquad E_t=\frac{\hbar^2k_t^2}{2m},
$$

where $\varepsilon$ is the normal energy, which includes the potential energy, and $E_t$ is the kinetic energy of motion parallel to the surface. The work function $\phi$ does not change with temperature. The potential energy outside is

$$
U(z)=\phi-eFz-\frac{Q}{z},\qquad Q=\frac{e^2}{16\pi\varepsilon_0}.
$$

The last term is the attraction of the electron to its own image. The tunnelling exponent for an energy below the barrier top is

$$
G(\varepsilon)=\frac{2}{\hbar}\int_{z_1}^{z_2}\sqrt{2m\,[U(z)-\varepsilon]}\;dz ,
$$

where $z_1<z_2$ are the two points at which $U=\varepsilon$.

The assumptions are these.

**A1.** The electrons are free, with mass $m$, and are in equilibrium at temperature $T$. The parallel momentum is conserved at the surface, so the transmission probability $D$ depends on $\varepsilon$ alone. No electrons arrive from the vacuum.

**A2.** The transmission probability is $D(\varepsilon)=e^{-G(\varepsilon)}$.

**A3.** The exponent is replaced by its tangent at the Fermi level,
$$
G(\varepsilon)\to G_F-\frac{\varepsilon}{d},\qquad G_F=G(0),\qquad \frac1d=-G'(0).
$$

**A4.** The conduction band is so deep that the integral over $\varepsilon$ may start at $-\infty$.

The energy $d$ is the decay width. Going down in energy by $d$ reduces the transmission by a factor $e$.

**Theorem.** Under A1 to A4, and for $0<kT<d$,

$$
J(F,T)=J_0\,\frac{x}{\sin x},\qquad x=\frac{\pi kT}{d},
$$

$$
J_0=z_S\,d^2e^{-G_F},\qquad z_S=\frac{em}{2\pi^2\hbar^3}.
$$

The proof needs the number of electrons that strike the surface, the value of $d$, and one definite integral.

### Lemma 1: the supply of electrons

**Lemma 1.** The current density incident on the surface, per unit normal energy, is

$$
N(\varepsilon)=z_S\,kT\ln\!\left(1+e^{-\varepsilon/kT}\right).
$$

**Proof.** With two spin states, the number of electrons per unit volume in $d^3k$ is $2f(E)\,d^3k/(2\pi)^3$, where $f(E)=1/(1+e^{E/kT})$. Each carries the charge $e$ towards the surface at the speed $v_z=(1/\hbar)\,\partial\varepsilon/\partial k_z$. Therefore $v_z\,dk_z=d\varepsilon/\hbar$, and

$$
N(\varepsilon)=\frac{2e}{(2\pi)^3\hbar}\int f(\varepsilon+E_t)\,d^2k_t .
$$

In the plane, $d^2k_t=2\pi k_t\,dk_t$ after integration over the angle. Since $dE_t=\hbar^2k_t\,dk_t/m$, this equals $(2\pi m/\hbar^2)\,dE_t$. The constants combine to

$$
\frac{2e}{8\pi^3\hbar}\,\frac{2\pi m}{\hbar^2}=\frac{em}{2\pi^2\hbar^3}=z_S .
$$

The remaining integral is elementary, because

$$
\frac{d}{dE_t}\left[-kT\ln\!\left(1+e^{-(\varepsilon+E_t)/kT}\right)\right]
=\frac{1}{1+e^{(\varepsilon+E_t)/kT}} .
$$

The bracket vanishes at $E_t=\infty$. Its value at $E_t=0$, subtracted, gives $kT\ln(1+e^{-\varepsilon/kT})$. $\square$

Well below the Fermi level $N$ approaches $-z_S\,\varepsilon$, which counts the occupied parallel states. Well above it, $N$ approaches $z_S\,kT\,e^{-\varepsilon/kT}$, a Boltzmann tail. This tail will compete with the rising transmission.

### Lemma 2: the decay width

**Lemma 2.** Let $1/d(\varepsilon)=-G'(\varepsilon)$, so that $d=d(0)$. Then

$$
\frac1{d(\varepsilon)}=\frac1\hbar\int_{z_1}^{z_2}\sqrt{\frac{2m}{U(z)-\varepsilon}}\;dz
=\frac{2\sqrt{2m}}{\hbar\sqrt{eF}}\int_0^{\pi/2}\!\sqrt{z_2\cos^2\alpha+z_1\sin^2\alpha}\;d\alpha .
$$

**Proof.** The derivative of the integrand of $G$ is infinite at the turning points, so differentiation under the integral sign needs care. For a point where $U>\varepsilon$,

$$
\sqrt{U-\varepsilon}=\int_\varepsilon^{U}\frac{d\varepsilon'}{2\sqrt{U-\varepsilon'}} .
$$

Insert this in $G$ and exchange the order of integration, which is allowed because the integrand is positive. With $U_{\max}$ the height of the barrier top,

$$
G(\varepsilon)=\int_\varepsilon^{U_{\max}}\!d\varepsilon'\left[\frac1\hbar\int_{U>\varepsilon'}\sqrt{\frac{2m}{U(z)-\varepsilon'}}\;dz\right].
$$

The prefactor $2$ of $G$ has cancelled the $2$ in the denominator. If the bracket is a continuous function of $\varepsilon'$, the derivative of $G$ with respect to its lower limit is minus the bracket. This is the first form of the lemma.

For the second form, let $h=\phi-\varepsilon$. The turning points are the roots of $eFz^2-hz+Q=0$, so

$$
z_1+z_2=\frac{h}{eF},\qquad z_1z_2=\frac{Q}{eF},\qquad
U-\varepsilon=\frac{eF(z-z_1)(z_2-z)}{z}.
$$

Substitute $z=z_2\cos^2\alpha+z_1\sin^2\alpha$. Then $z_2-z=(z_2-z_1)\sin^2\alpha$ and $z-z_1=(z_2-z_1)\cos^2\alpha$, while $|dz|=2(z_2-z_1)\sin\alpha\cos\alpha\,d\alpha$. The factors $(z_2-z_1)\sin\alpha\cos\alpha$ cancel, and

$$
\int_{z_1}^{z_2}\frac{dz}{\sqrt{U-\varepsilon}}=\frac{2}{\sqrt{eF}}\int_0^{\pi/2}\sqrt z\;d\alpha .
$$

Multiplication by $\sqrt{2m}/\hbar$ gives the second form. It is continuous in $\varepsilon$, as the first step required. $\square$

The width can also be written as a correction to the triangular barrier, which has no image term. Put $z=(h/eF)s$ and define $y_h=\sqrt{4QeF}/h$. Then

$$
U-\varepsilon=h\left(1-s-\frac{y_h^2}{4s}\right).
$$

Without the image term, $\int_0^1\sqrt{1-s}\,ds=2/3$. Let $v(y_h)$ be the ratio of the full exponent to the triangular one:

$$
G=\frac{4\sqrt{2m}}{3\hbar eF}\,h^{3/2}v(y_h).
$$

Since $h=\phi-\varepsilon$, we have $-dG/d\varepsilon=dG/dh$, and $dy_h/dh=-y_h/h$. The product rule gives

$$
\frac{dG}{dh}=\frac{4\sqrt{2m}}{3\hbar eF}\,h^{1/2}\left[\frac32v-y_h\frac{dv}{dy_h}\right].
$$

At the Fermi level $h=\phi$. Writing $y$ for $y_h$ there,

$$
d=\frac{\hbar eF}{2t\sqrt{2m\phi}},\qquad t=v-\frac23\,y\frac{dv}{dy},\qquad
y=\frac{\sqrt{4QeF}}{\phi}.
$$

Apart from the slowly varying $t$, the width is proportional to the field. A stronger field makes the barrier thinner, and its transmission then depends less steeply on energy.

### Lemma 3: the integral

**Lemma 3.** For $0<p<1$,

$$
M(p)\equiv\int_{-\infty}^{\infty}\ln(1+e^{-u})\,e^{pu}\,du=\frac{\pi}{p\,\sin\pi p}.
$$

**Proof.** Integrate by parts, integrating $e^{pu}$ and differentiating the logarithm:

$$
M(p)=\left[\frac{e^{pu}}p\ln(1+e^{-u})\right]_{-\infty}^{\infty}
+\frac1p\int_{-\infty}^{\infty}\frac{e^{pu}}{1+e^u}\,du .
$$

The plus sign comes from $d\ln(1+e^{-u})/du=-1/(1+e^u)$. For large positive $u$ the boundary term behaves as $e^{-(1-p)u}/p$, which vanishes because $p<1$. For large negative $u$ it behaves as $|u|e^{-p|u|}/p$, which vanishes because $p>0$.

Call the remaining integral $I(p)$. Integrate $e^{pw}/(1+e^w)$ anticlockwise round the rectangle with corners $-R$, $R$, $R+2\pi i$ and $-R+2\pi i$. On the right side the modulus is at most $e^{pR}/(e^R-1)$, and on the left side at most $e^{-pR}/(1-e^{-R})$. Both vanish as $R\to\infty$. On the upper side the denominator is the same as on the real axis, the numerator has gained the factor $e^{2\pi ip}$, and the direction is reversed. The circuit therefore gives $(1-e^{2\pi ip})I$.

The pole inside is at $w=i\pi$. Near it $1+e^w\approx-(w-i\pi)$, so the residue is $-e^{i\pi p}$. Hence

$$
(1-e^{2\pi ip})\,I=-2\pi i\,e^{i\pi p}.
$$

Division by $e^{i\pi p}$ turns the bracket into $e^{-i\pi p}-e^{i\pi p}=-2i\sin\pi p$. Thus $I=\pi/\sin\pi p$, and $M=I/p$. $\square$

### Proof of the theorem

The emitted current density is the incident one weighted by the transmission. With Lemma 1 and assumptions A2 to A4,

$$
J=\int_{-\infty}^{\infty}N(\varepsilon)D(\varepsilon)\,d\varepsilon
=z_S\,kT\,e^{-G_F}\int_{-\infty}^{\infty}\ln\!\left(1+e^{-\varepsilon/kT}\right)e^{\varepsilon/d}\,d\varepsilon .
$$

Put $u=\varepsilon/kT$ and $p=kT/d$. One more factor $kT$ comes from $d\varepsilon$, and $\varepsilon/d=pu$. Lemma 3 then gives

$$
J=z_S(kT)^2e^{-G_F}M(p)=z_S(kT)^2e^{-G_F}\frac{\pi}{p\,\sin\pi p}.
$$

Since $(kT)^2=p^2d^2$, this is $z_S\,d^2e^{-G_F}\,\pi p/\sin\pi p$. With $x=\pi p$ it is the stated result. $\square$

### Remarks on the result

**Low temperature.** From $\sin x=x(1-x^2/6+x^4/120-\dots)$,

$$
\frac{x}{\sin x}=1+\frac{x^2}{6}+\frac{7x^4}{360}+\dots
$$

As $T\to0$ the factor tends to one, so $J_0$ is the zero-temperature current of the tangent model. The first correction is quadratic in temperature. Heating moves electrons from total energies below the Fermi level to total energies above it. The terms linear in $T$ cancel, but the electrons added above are transmitted more easily than those removed from below were.

**Finite band.** If the band ends at $-E_F$, the zero-temperature integral loses the part below that energy. Relative to the whole, the loss is

$$
\frac1{d^2}\int_{E_F}^{\infty}s\,e^{-s/d}\,ds=\left(1+\frac{E_F}{d}\right)e^{-E_F/d}.
$$

For a band depth of 10 eV and the width found below, it is about $10^{-23}$. Assumption A4 is then harmless.

### Worked example: a tungsten tip

Take rough typical values for a clean tungsten tip: $\phi=4.5$ eV and $F=4$ V/nm, which is 40 MV/cm. In these units $eF=4$ eV/nm, $\hbar^2/2m=0.0381$ eV nm² and $Q=0.360$ eV nm. Then

$$
y=\frac{\sqrt{4\times0.360\times4}}{4.5}=0.533 .
$$

Numerical integration gives $v=0.654$ and $t=1.048$. The triangular exponent is 16.30, so $G_F=0.6538\times16.30=10.66$. For the width, use $\hbar/\sqrt{2m}=\sqrt{0.0381}=0.1952$ in units of $\mathrm{eV}^{1/2}$ nm:

$$
d=\frac{0.1952\times4}{2\times1.048\times\sqrt{4.5}}\ \text{eV}=0.1756\ \text{eV}.
$$

With $z_S=1.618\times10^{10}$ A cm⁻² eV⁻²,

$$
J_0=1.618\times10^{10}\times(0.1756)^2\times e^{-10.658}\ \text{A/cm}^2
=1.17\times10^4\ \text{A/cm}^2 .
$$

At 300 K, $kT=0.02585$ eV and $x=0.4625$, so the factor is 1.037. At 1000 K, $x=1.542$ and the factor is also 1.542, because $x$ happens to lie near $\pi/2$, where the sine is close to one. The factor becomes infinite at $kT=d$, which for this tip is 2038 K.

## The pole at $x=\pi$ and the finite current

The first half measured the normal energy $\varepsilon$ from the Fermi level and used the barrier $U=\phi-eFz-Q/z$ with tunnelling exponent $G(\varepsilon)$. The exponent has the value $G_F$ and the slope $-1/d$ at the Fermi level. With $p=kT/d$ and $x=\pi p$, the tangent $G_F-\varepsilon/d$ leads to

$$
J=z_S(kT)^2e^{-G_F}M(p)=J_0\frac{x}{\sin x},\qquad
M(p)=\int_{-\infty}^{\infty}\ln(1+e^{-u})e^{pu}du=\frac{\pi}{p\sin\pi p},
$$

where $u=\varepsilon/kT$ and $J_0=z_S\,d^2e^{-G_F}$. The local width $d(\varepsilon)=-1/G'(\varepsilon)$ is given by Lemma 2. For the tungsten example $G_F=10.66$, $d=0.1756$ eV and the pole lies at 2038 K.

### Where the infinity comes from

Far above the Fermi level, $\ln(1+e^{-u})\approx e^{-u}$. The integrand of $M$ is then $e^{-(1-p)u}$. In energy it decays over the length

$$
\lambda=\frac{kT}{1-p}=\frac{kT\,d}{d-kT}.
$$

The supply falls with energy at the rate $1/kT$, and the tangent transmission rises at the rate $1/d$. At $kT=d$ the two rates are equal and the integrand no longer decays.

**Proposition 1.** At $p=1$ the integral of $M$, stopped at $u=L$, is $L+1+O(e^{-L})$.

**Proof.** Put $s=e^u$, so that $e^u\,du=ds$, and let $S=e^L$. Then

$$
\int_{-\infty}^{L}\ln(1+e^{-u})e^u\,du=\int_0^S\ln\!\left(1+\frac1s\right)ds
=S\ln\!\left(1+\frac1S\right)+\ln(1+S).
$$

The last form can be verified by differentiation, and it vanishes as $S\to0$. Since $\ln(1+S)=L+\ln(1+1/S)$, the result is $L+(S+1)\ln(1+1/S)$. The second term is $1+O(1/S)$. $\square$

The divergence is therefore an unlimited supply of equal contributions from ever higher energies. A real barrier cannot provide them, because its transmission does not exceed one. For a band with bottom at $-E_F$ and $0\le D\le1$, the inequality $\ln(1+s)\le s$ gives

$$
J\le z_S\,kT\int_{-E_F}^{\infty}e^{-\varepsilon/kT}\,d\varepsilon
=z_S(kT)^2e^{E_F/kT}.
$$

This bound is very generous, but it shows that the current of the free-electron model is finite at every temperature. The pole arises because the tangent of A3 is used in the exponential of A2 with no upper limit on the transmission.

Under A1 to A4 and for $0<kT<d$, heating multiplies the cold current by $x/\sin x$; the infinity at $x=\pi$ comes from a tangent transmission with no upper limit, while the current of the free-electron model stays finite. It remains to find where the factor begins to fail and what current replaces the infinity when the barrier's curvature and the limit on transmission are included.

Numbers in the example were calculated in double precision.
